# Why uncorrected Joule heating inflates the fitted Black current exponent

An electromigration test is run at high current so that it ends in weeks, and the lives are then extrapolated to the current of use. If the current heats the metal and the current exponent is fitted without allowing for it, the extrapolation to a lower current at the same stage temperature can promise too much. In the model line treated below, whose true current exponent is 2, a straight-line fit returns 3.2, and the life extrapolated to low current is four times too long. The error is systematic, and ordinary scatter can hide the slight curvature that would betray it, so the data can look clean.

## The local excess

Black's law for the median life is

\[
t = C\,j^{-n}\exp\!\left(\frac{E}{kT}\right),
\]

with current density \(j\), current exponent \(n\), activation energy \(E\) and Boltzmann constant \(k\). The temperature \(T\) is that of the metal where the failure forms. The stage, or oven, is at \(T_0\), and the two differ by the self-heating \(\Delta T\). I take \(C\), \(n\) and \(E\) as constants and assume a single failure mechanism.

In the steady state the Joule heat, proportional to \(j^2\) at constant resistivity, equals the heat lost. If the loss is proportional to the temperature rise, then

\[
T = T_0+\Delta T,\qquad \Delta T = a j^2,
\]

where \(a\) depends on the line and its surroundings. The logarithm of the life is

\[
\ln t = \ln C - n\ln j + \frac{E}{kT}.
\]

A plot of \(\ln t\) against \(\ln j\) at fixed stage temperature has the apparent exponent \(n_{\rm app}=-d\ln t/d\ln j\). Since \(T\) depends on \(j\), the last term contributes through the chain rule:

\[
n_{\rm app} = n - \frac{d}{d\ln j}\frac{E}{kT}
= n + \frac{E}{kT^2}\,\frac{dT}{d\ln j}.
\]

The sign turned positive because \(1/T\) falls as \(T\) rises. With \(T_0\) fixed,

\[
\frac{dT}{d\ln j} = j\,\frac{d(aj^2)}{dj} = 2aj^2 = 2\,\Delta T ,
\]

and therefore

\[
n_{\rm app} = n + \frac{2E\,\Delta T}{kT^2}.
\]

The factor 2 comes from the square in Joule's law. The cause of the excess is that each step up in current also makes the metal hotter. Heat shortens the life, and a fit that holds the temperature at \(T_0\) can assign this shortening to nothing but the current.

Written as \((E/kT)(2\Delta T/T)\), the excess shows why a modest rise matters: the small relative rise is multiplied by the large number \(E/kT\).

The denominator contains the site temperature, not \(T_0\). For \(\Delta T\ll T_0\) the difference is minor, and the excess is approximately \(2Eaj^2/(kT_0^2)\), which grows as the square of the current. The true exponent is recovered as \(j\to0\).

## How large it is

The model line has \(n=2\), \(E=0.80\) eV, \(T_0=500\) K and \(a=2.0\) K/(MA/cm²)². Without self-heating it would live 1000 h at 2 MA/cm². At 4 MA/cm² the rise is \(2.0\times4^2=32\) K, so \(T=532\) K and

\[
\frac{2E\,\Delta T}{kT^2}
=\frac{2\times0.80\times32}{8.617\times10^{-5}\times532^2}=2.10 .
\]

The apparent exponent is 4.10, about twice the true one. Over the test range:

| \(j\) (MA/cm²) | \(\Delta T\) (K) | Life (h) | \(n_{\rm app}\) |
|---|---|---|---|
| 2.0 | 8.0 | 747 | 2.58 |
| 2.5 | 12.5 | 407 | 2.88 |
| 3.0 | 18.0 | 233 | 3.25 |
| 3.5 | 24.5 | 137 | 3.65 |
| 4.0 | 32.0 | 82 | 4.10 |

At 4 MA/cm² the unheated line would live 250 h. Self-heating divides this by about three.

A rise of 1.35 K already adds 0.1 to the exponent. In this line that rise occurs at \(\sqrt{1.35/2.0}=0.82\) MA/cm², where the life is about 5600 h. Lowering the current until heating is negligible would therefore cost most of the acceleration gained from the current.

## What a fit over a range returns

A fitted exponent is an average of the local ones. Let \(x=\ln j\) and \(y=\ln t\), with test points numbered by increasing current. The least-squares slope is

\[
s=\frac{1}{S}\sum_i (x_i-\bar x)\,y_i,\qquad S=\sum_i(x_i-\bar x)^2 .
\]

Write each \(y_i\) as \(y_1\) plus the steps \(y_{k+1}-y_k\) with \(k<i\). The \(y_1\) term vanishes because the deviations \(x_i-\bar x\) sum to zero. Collecting the factor of each step gives

\[
s=\sum_k w_k\,(y_{k+1}-y_k),\qquad
w_k=\frac1S\sum_{i>k}(x_i-\bar x).
\]

Each \(w_k\) is positive, since it sums the deviations of the highest points alone. Putting \(y=x\), for which the slope is 1, shows that \(\sum_k w_k(x_{k+1}-x_k)=1\). Over one step, Black's law gives

\[
-(y_{k+1}-y_k)=n\,(x_{k+1}-x_k)+\frac Ek\left(\frac1{T_k}-\frac1{T_{k+1}}\right),
\]

and the last term is the integral of the local excess over \(\ln j\). The fitted exponent is thus

\[
n_{\rm fit}=-s=n+\sum_k w_k\,\frac Ek\left(\frac1{T_k}-\frac1{T_{k+1}}\right),
\]

the true value plus a weighted mean of the local excess.

For the five currents of the table the fit gives 3.175, an excess of 1.175. The two end points alone give nearly the same: \(\ln(746.5/81.8)/\ln2=3.19\). Two laboratories testing identical lines over different current ranges would in general report different exponents, and neither would be a property of the metal.

## Why the extrapolated life is too long

The direction of the error follows from the curvature of the plot. Differentiate the excess, using \(d\Delta T/d\ln j=dT/d\ln j=2\Delta T\):

\[
\frac{d}{d\ln j}\frac{2E\,\Delta T}{kT^2}
=\frac{2E}{k}\left(\frac{2\Delta T}{T^2}-\frac{2\Delta T}{T^3}\,2\Delta T\right)
=\frac{4E\,\Delta T}{kT^3}\,(T-2\Delta T).
\]

Since \(T=T_0+\Delta T\), the last bracket is \(T_0-\Delta T\). For \(\Delta T<T_0\) the plot steepens with current, so \(\ln t\) is a concave function of \(\ln j\). The excess would peak at \(\Delta T=T_0\) with the value \(E/(2kT_0)\), here 9.3. That is a formal limit of the formula, since no metal line would be tested 500 K above its stage.

Now consider the residual \(r\), the true \(\ln t\) minus the fitted line. Least squares makes both \(\sum r_i\) and \(\sum x_ir_i\) zero. With three or more currents, a residual that is not zero at every point must then change sign at least twice among the data, because with a single change some straight line would match its sign everywhere and the two sums could not both vanish. A strictly concave function has at most two zeros. So \(r\) is positive between two crossings inside the test range and negative outside them. Below the lowest test current, the fitted line therefore lies above the life given by Black's law with constant \(n\).

At 0.5 MA/cm² and the same stage temperature, the fit predicts \(6.46\times10^4\) h, while the model life is \(1.57\times10^4\) h. The overestimate is a factor of 4.1. At a use temperature of 380 K, with the temperature shift made with the true \(E\), the factor is 4.2. It is slightly larger because the remaining 0.5 K of self-heating at use, which the fit ignores, costs more life at a lower temperature.

A different shortcut errs the other way. Suppose the correct \(n=2\) is imposed, but the life measured at 4 MA/cm² is treated as a life at 500 K. The prediction at 0.5 MA/cm² is then \(81.8\times8^2=5.2\times10^3\) h, three times too short. The heat-shortened life enters as the starting point, and no inflated exponent overcompensates for it.

## The activation energy is biased too

Suppose the current is held fixed and the stage temperature is varied. If \(\Delta T\) does not depend on \(T_0\), then \(dT=dT_0\), and

\[
E_{\rm app}=\frac{d\ln t}{d(1/kT_0)}
=E\,\frac{d(1/T)}{d(1/T_0)}
=E\,\frac{-dT/T^2}{-dT_0/T_0^2}
=E\left(\frac{T_0}{T}\right)^2 .
\]

At 4 MA/cm² this is \(0.80\times(500/532)^2=0.71\) eV. In a real metal the resistivity rises with temperature. If the heat loss per kelvin stays constant, \(\Delta T\) then grows with the stage temperature and the bias is smaller: with a resistivity coefficient of 0.002 K⁻¹, the apparent energy is 0.75 eV. A low activation energy shortens the life extrapolated to a cooler use condition, so it works against the inflated exponent. The offset depends on the temperatures and currents chosen and gives no protection in general.

## What to do about it

**Measure the metal temperature.** The line is its own thermometer. If its resistance is \(R_0\) at the stage temperature and negligible current, and \(R\) under stress, then \(R=R_0(1+\alpha\Delta T)\) and

\[
\Delta T=\frac{1}{\alpha}\left(\frac{R}{R_0}-1\right),
\]

with the coefficient \(\alpha\) referred to the stage temperature. The stress reading must be taken before damage raises the resistance. It gives the mean rise along the line, which need not be the rise at the failure site.

**Use that temperature in the regression.** Fit \(\ln t=\ln C-n\ln j+E/(kT)\) with \(T\), not \(T_0\). Several stage temperatures are needed: at a single one, both \(\ln j\) and \(1/T\) are functions of current alone, and \(n\) and \(E\) are poorly separated.

The effect of this choice was examined on 300 simulated lives: the five currents above, stages at 460, 500 and 540 K, and a random scatter of 0.4 in \(\ln t\). The uncertainties are standard errors.

| Temperature in fit | \(n\) | \(E\) (eV) |
|---|---|---|
| Site | 1.95 ± 0.09 | 0.788 ± 0.015 |
| Stage | 3.12 ± 0.09 | 0.732 ± 0.014 |

The same data give the true values within error in the first case and a strongly inflated exponent in the second. The bias is over ten standard errors, and testing more devices shrinks the error bar without reducing the bias. More devices do help to expose the curvature: in this model a \((\ln j)^2\) term added to the stage fit is significant at the 5% level about two times in three with 300 lives, and almost always with 900.

**Or hold the metal temperature constant.** At each current, lower the stage until the self-heated metal is at the same chosen temperature. The rise must be measured again after the stage is lowered, because in a real metal it depends on the stage temperature. If this is the temperature of the failure site, the term \(E/kT\) is the same at every point, and the slope of \(\ln t\) against \(\ln j\) is \(-n\). If the mid-line temperature is held constant but the line fails near a cool pad, the failure site gets colder as the current rises, and the fitted exponent is too low.

## What the simple model leaves out

The following estimates use rough material values and the same line, 300 µm long and 1 µm² in cross-section. Each changes one assumption and keeps the rest.

**Resistivity.** If it rises as \(1+\alpha\Delta T\), the heat balance becomes \(\Delta T=aj^2(1+\alpha\Delta T)\), so that

\[
\Delta T=\frac{aj^2}{1-\alpha aj^2},\qquad
\frac{d\ln\Delta T}{d\ln j}=\frac{2}{1-\alpha aj^2}=2(1+\alpha\Delta T).
\]

The excess is then \(2E\Delta T(1+\alpha\Delta T)/(kT^2)\). With \(\alpha=0.002\) K⁻¹ the rise at 4 MA/cm² grows from 32 to 34 K, and the exponent by a further 0.28.

**Prefactor.** Some forms of the law carry an extra factor \(T^m\). It adds \(m\ln T\) to \(\ln t\), hence \(-2m\Delta T/T\) to the exponent. For \(m=2\) this is −0.24 at 4 MA/cm².

**Threshold current.** In short lines, back-stress stops electromigration below a density \(j_c\). If \(t\propto(j-j_c)^{-n}\), the exponent is

\[
\frac{nj}{j-j_c}=n+\frac{nj_c}{j-j_c}.
\]

A threshold product of 3000 A/cm gives \(j_c=0.10\) MA/cm² here and adds 0.11 at 2 MA/cm², but 0.05 at 4. This inflation fades with current, whereas that from heating grows; where both are large, the two trends can partly cancel. Correcting the temperature does not remove the inflation caused by the threshold. A threshold also lengthens the true life at low current, so the overestimate found above can shrink, and it reverses when the use current is close enough to \(j_c\). In a line ten times shorter \(j_c\) would be 1 MA/cm², and the addition at 2 MA/cm² would be 2.

**Peltier heat.** Where metal meets silicon, heat is released or absorbed in proportion to the current. With \(\Delta T=aj^2+bj\), the derivative is \(2aj^2+bj\), and the excess becomes \(E(2aj^2+bj)/(kT^2)\); the sign of \(b\) follows the polarity. The Peltier power is the product of the Seebeck coefficient, the temperature and the current. For 0.2 mV/K, 500 K and the 40 mA that the line carries at 4 MA/cm², it is 4.0 mW. A disc-shaped contact pad of radius \(r\) on a thick body of conductivity \(\kappa_{\rm Si}\) has the thermal spreading resistance \(1/(4\kappa_{\rm Si}r)\). For 10 µm on silicon of 80 W/(m K) this is 313 K/W, so the Peltier rise is 1.25 K. Added to the full Joule rise, it shifts the exponent by 0.03; at a pad with no Joule rise of its own, the shift is 0.05. The spreading resistance of the pad varies as the inverse of its radius, so a pad of 1 µm radius carrying the same current would give 12.5 K. How far \(\Delta T\propto j^2\) then fails near the pad depends also on the Joule heat of the contact and the silicon, which is left out here.

**Cool ends.** For the 300 µm line with the 10 µm pad, and a void about 10 µm from that pad, this is the largest of the effects sized here over the test range of current. It fades for voids further along the line. Let \(\theta(x)\) be the rise at distance \(x\) from a pad held at \(T_0\), and let \(\kappa\) and \(\rho\) be the thermal conductivity and resistivity of the metal. Far from the pad, the loss per volume must balance \(\rho j^2\) at \(\theta=aj^2\), so it equals \((\rho/a)\theta\). The heat balance is

\[
\kappa\theta''-\frac{\rho}{a}\theta+\rho j^2=0 ,
\]

and for a long line its solution is

\[
\theta=aj^2\left(1-e^{-x/\lambda}\right),\qquad \lambda=\sqrt{\frac{\kappa a}{\rho}} .
\]

With \(\kappa=230\) W/(m K) and \(\rho=5.0\) µΩ cm, \(\lambda=9.6\) µm. A void at that distance from the pad sees a rise of 20 K, not 32 K, and its apparent exponent at 4 MA/cm² is lower by 0.71.

At constant resistivity the local rise is still proportional to \(j^2\), so the formula holds with the local \(\Delta T\). The danger lies in the correction. Removing the mid-line excess of 2.10 from a site whose own excess is 1.39 leaves a local exponent of \(2+1.39-2.10=1.29\). Resistance thermometry on this long line reads the mean rise, 30 K, close to the mid-line value; correcting with it leaves 1.41, so failures near a contact are still overcorrected. The failure position should be found before the temperature is assigned.

## Beside a real contact structure

The material values are rough ones for an aluminium-alloy line ending on a silicon contact. The 32 K rise was chosen to make the effect plain; \(a\) depends strongly on line geometry and the dielectric beneath, and should be measured for each layout.

A real line between cool pads does not have one uniform temperature. At 4 MA/cm² the atomic diffusivity, taken with the same \(E\), is 3.1 times higher at mid-line than at the pad. Such a gradient can itself make the atomic flux diverge and so influence where a void forms. That effect, atomic drift driven by the gradient, and a change of failure mechanism at high current are not modelled here. If the failure site moves between low and high current, one Black fit need not describe both, even with the temperature corrected, because the constants of the law may differ between the sites. The remaining figures are in the numerical output.

## Computed values

```
Boltzmann constant: 8.617333e-05 eV/K
true exponent n: 2.0; activation energy: 0.80 eV
stage temperature: 500 K
heating coefficient a: 2.0 K/(MA/cm2)^2
unheated life at 2.0 MA/cm2: 1000 h
j (MA/cm2) | dT (K) | T (K) | unheated life (h) | life (h) | exponent
2.0 | 8.0 | 508.0 | 1000.0 | 746.5 | 2.576
2.5 | 12.5 | 512.5 | 640.0 | 406.9 | 2.884
3.0 | 18.0 | 518.0 | 444.4 | 233.1 | 3.246
3.5 | 24.5 | 524.5 | 326.5 | 137.2 | 3.654
4.0 | 32.0 | 532.0 | 250.0 | 81.8 | 4.099
local excess at 4.0 MA/cm2: 2.099
least-squares exponent, uncorrected: 3.175
excess of the least-squares exponent: 1.175
temperature rise giving excess 0.1: 1.35 K
formal maximum excess: 9.28 at dT = 500 K
apparent activation energy at 4.0 MA/cm2: 0.707 eV
simulated devices: 300; scatter of ln life: 0.4
simulated stage temperatures (K): 460 500 540
fit with site temperature: n = 1.95 +/- 0.09, E = 0.788 +/- 0.015 eV
fit with stage temperature: n = 3.12 +/- 0.09, E = 0.732 +/- 0.014 eV
use current: 0.5 MA/cm2; use temperature: 380 K
extrapolated life at use current, stage temp.: 6.462e+04 h
model life at use current, stage temp.: 1.571e+04 h
life overestimate at stage temperature: factor 4.11
life overestimate at use temperature: factor 4.17
local excess at use: 0.064
rough resistivity coefficient: 0.0020 1/K
rough metal conductivity: 230 W/(m K)
rough metal resistivity: 5.0 uohm cm
line length: 300 um; area: 1.0 um2
rough threshold product: 3000 A/cm
threshold current density: 0.10 MA/cm2
rough Seebeck coefficient of silicon: 0.2 mV/K
rough silicon conductivity: 80 W/(m K)
contact pad radius: 10 um
Peltier rise at 4.0 MA/cm2: 1.25 K
thermal healing length: 9.59 um
rise one healing length from pad: 20.2 K
mid-line rise with resistivity feedback: 34.2 K
diffusivity ratio, mid-line to pad: 3.06
change of exponent at 2.0 and 4.0 MA/cm2:
  resistivity rise: +0.019, +0.277
  T^2 prefactor: -0.063, -0.241
  threshold current: +0.105, +0.051
  Peltier heating: +0.021, +0.031
  Peltier cooling: -0.021, -0.031
  site one healing length from pad: -0.207, -0.712
```
